# Why Type-A and Type-B NiSi2 Contacts Refute Bulk-Only Barrier Rules

## One metal plate, turned by half a circle

Hold a NiSi$_2$ crystal with a (111) face opposite a silicon (111) face, with a vacuum gap too wide for electrons to tunnel across. Now turn the silicide by 180° about the common normal. The same face still looks at the silicon. Its work function $W$, the energy needed to take an electron from the Fermi level to vacuum just outside that face, has not changed. Nor has the electron affinity $\chi$ of the silicon, the energy from its conduction edge to vacuum.

If the barrier of the finished contact were set by these two quantities, it could not depend on the turn. Yet the two orientations can be grown as real contacts. In type A the silicide continues the crystal axes of the silicon; in type B it is turned by 180° about the normal. Their measured electron barriers differ by 0.14 eV, with type A lower. Metal, semiconductor, face and lattice mismatch are the same in both.

## What the comparison disproves

Let $\phi$ be the electron barrier, measured upward from the metal Fermi level to the silicon conduction edge at the interface. The work-function rule is

$$\phi=W-\chi .$$

Subtracting its predictions for the two contacts gives

$$\phi_B-\phi_A=(W-\chi)-(W-\chi)=0 .$$

Adding Fermi-level pinning does not help if its parameters also belong to the separate materials. Take

$$\phi=S(W-\chi)+(1-S)c,$$

where $S$ measures the response to the work function and $c$ is the barrier under complete pinning. If $S$ and $c$ are the same for both orientations, every term again cancels.

The argument therefore excludes any complete rule built only from properties of the two separate crystals, without regard to how one is placed on the other. It does not show that the work function has no influence: a contribution common to A and B drops out of the comparison. It also requires that the 0.14 eV be intrinsic, and not due to contamination or defects present in just one of the contacts.

## What the turn changes

Atoms facing each other across the interface are arranged differently. Consider an unrelaxed model in which each interface Ni atom has seven Si neighbours, one fewer than in bulk NiSi$_2$, and the silicide is matched to the silicon lattice constant $a=0.543$ nm.

Put the top silicon plane at height zero. The first Ni plane lies at $a/\sqrt3$, and the second silicon plane at $-a/(4\sqrt3)$. Their vertical separation is

$$\frac{a}{\sqrt3}+\frac{a}{4\sqrt3}=\frac{5a}{4\sqrt3}.$$

Successive planes of a face-centred cubic lattice are shifted sideways by a vector $\mathbf t$ of length $a/\sqrt6$, and $3\mathbf t$ is a lattice vector of the plane. Relative to the top silicon plane, the second silicon plane is shifted by $-\mathbf t$. In type A the Ni plane is shifted by $+\mathbf t$. The difference, $2\mathbf t$, is equivalent to $-\mathbf t$, so the shortest sideways distance is $a/\sqrt6$. In type B the turn reverses the Ni shift to $-\mathbf t$, and the Ni atom sits directly above a silicon atom of the second plane. Hence

$$d_A=a\sqrt{\frac{25}{48}+\frac16}=0.450\ \text{nm},\qquad
d_B=\frac{5a}{4\sqrt3}=0.392\ \text{nm}.$$

The nearest-neighbour count is seven in both cases, and the Si–Si bond across the interface is 0.235 nm in both. The first difference met here is in a more distant neighbour. This shows that the interfaces are inequivalent; it does not by itself predict the sign or size of the barrier difference.

## The missing term is an interface dipole

When the surfaces touch, electrons rearrange. Write the resulting barrier as

$$\phi=W-\chi+D,$$

where $D$ is the additional electron-energy step from metal to silicon. Since the first two terms cancel between the contacts,

$$D_B-D_A=0.14\ \text{eV}.$$

To find the charge this requires, let $z$ run from metal to silicon and let $\rho(z)$ be the rearranged charge density averaged over the plane. It includes all screening charge, so Poisson's equation contains $\varepsilon_0$:

$$\frac{dF}{dz}=\frac{\rho}{\varepsilon_0},\qquad \frac{dV}{dz}=-F .$$

The layer is neutral, so its field $F$ vanishes on both sides. Integration by parts gives the potential step

$$\Delta V=-\int F\,dz=-[zF]+\int z\frac{dF}{dz}\,dz=\frac{p}{\varepsilon_0},\qquad p=\int z\rho\,dz .$$

An electron has charge $-e$, so $D=-ep/\varepsilon_0$. A higher barrier in B needs a more negative $p$: relative to A, negative charge must move toward the silicon. The magnitude is

$$|p_B-p_A|=\varepsilon_0(0.14\ \text{V})=1.24\times10^{-12}\ \text{C/m}.$$

An interface cell is a rhombus with side $a/\sqrt2$ and angle 60°, so its area is $(a^2/2)(\sqrt3/2)=\sqrt3a^2/4=0.1277$ nm$^2$. The dipole difference per cell is then $0.00099\,e$ nm. Spread over one interface bond, it corresponds to

$$\frac{0.00099\,e\ \text{nm}}{0.235\ \text{nm}}=0.0042\,e .$$

This is an equivalent charge, since the true charge is spread out. It shows the sensitivity: a net shift of less than one hundredth of an electron per cell is enough to account for the barrier difference.

## From barrier to current

Assume non-degenerate n-type silicon, a uniform interface, and electrons that cross whenever they have enough energy to pass over the barrier. Silicon has six conduction valleys with longitudinal and transverse masses $m_l=0.916$ and $m_t=0.190$, in units of the free-electron mass $m_0$.

For one valley with mass matrix $M$, the kinetic energy is $\mathbf p^TM^{-1}\mathbf p/2$ and the velocity along the normal $\mathbf n$ is $v_n=\mathbf n^TM^{-1}\mathbf p$. Phase space holds $2/h^3$ states per unit volume, including spin. At zero bias, the current from silicon to metal is

$$J_0=\frac{12e}{h^3}e^{-\phi/kT}\int_{v_n>0}v_n
e^{-\mathbf p^TM^{-1}\mathbf p/2kT}\,d^3p .$$

Set $\mathbf p=M^{1/2}\mathbf q$. Then $d^3p=\sqrt{\det M}\,d^3q$, and the energy becomes $q^2/2$. With $w=\mathbf n^TM^{-1}\mathbf n$ and the first $q$ axis chosen along $M^{-1/2}\mathbf n$, the velocity is $v_n=\sqrt w\,q_1$. The integral over positive $q_1$ gives $kT$, and the two transverse integrals give $2\pi kT$. Therefore

$$J_0=\frac{24\pi e(kT)^2}{h^3}\sqrt{w\det M}\;e^{-\phi/kT}.$$

The [111] normal makes equal angles with all valley axes, so each valley has

$$w=\frac{1}{3m_0}\left(\frac1{m_l}+\frac2{m_t}\right),\qquad
\det M=m_0^3m_lm_t^2 .$$

Multiplying these gives $J_0=A^*T^2e^{-\phi/kT}$, with

$$A^*=\frac{4\pi em_0k^2}{h^3}\,6\sqrt{\frac{m_t^2+2m_lm_t}{3}}
=258\ \text{A/(cm}^2\text{K}^2).$$

A forward voltage $V$ raises the silicon Fermi level by $eV$ relative to the metal. It multiplies the silicon-to-metal flow by $e^{eV/kT}$ and leaves the opposite flow unchanged. The net current is

$$J=A^*T^2e^{-\phi/kT}\left(e^{eV/kT}-1\right).$$

At equal temperature and voltage, all factors except the barrier exponential cancel:

$$\frac{J_A}{J_B}=e^{(\phi_B-\phi_A)/kT}.$$

At 300 K, $kT=0.02585$ eV, so

$$\frac{J_A}{J_B}=\exp\left(\frac{0.14}{0.02585}\right)=e^{5.415}\approx225 .$$

**In this ideal model, with equal prefactors, the type-A contact carries about 225 times the current density of type B**, or 2.35 decades more. An error of 0.01 eV in the barrier difference changes this by a factor of 1.47, so "about 200" is as much as the two-digit input supports. With the barrier difference held fixed, the ratio is 256 at 293 K and 104 at 350 K.

On p-type silicon the order reverses. The hole barrier is $E_g-\phi$, where $E_g$ is the band gap, because both band edges are measured from the same Fermi level. Type A then has the higher barrier by 0.14 eV, and ideal thermionic emission of holes gives $J_A/J_B\approx1/225$. This ratio is not seen directly at 300 K. With $E_g=1.12$ eV and the barriers used below, the hole barrier of B is only about 0.33 eV. Its contact resistance, near $10^{-3}$ Ω cm$^2$, is then far below the roughly 0.08 Ω cm$^2$ of a 500 µm wafer doped to $10^{16}$ cm$^{-3}$. With a hole Richardson constant of 79 A/(cm$^2$K$^2$) and a hole mobility of 400 cm$^2$/(V s), the ratio at 5 mV is only about 1/4; it becomes about 1/3 with image lowering, or 1/9 if the constant is 32 A/(cm$^2$K$^2$) without it; near 200 K the contact limits the low-bias current again.

## A diode at 0.10 V

Take rough typical barriers of 0.65 eV for A and 0.79 eV for B, a donor density $N=10^{16}$ cm$^{-3}$, and 0.10 V forward bias at 300 K. For type A,

$$J_A=258(300)^2e^{-0.65/0.02585}
\left(e^{0.10/0.02585}-1\right)
=1.31\times10^{-2}\ \text{A/cm}^2 .$$

Replacing 0.65 by 0.79 gives $J_B=5.82\times10^{-5}$ A/cm$^2$.

The simple ratio neglects effects that depend on the electric field in the silicon. The conduction-band density of states is $N_c=12(2\pi m_dkT/h^2)^{3/2}=2.74\times10^{19}$ cm$^{-3}$, with $m_d=m_0(m_lm_t^2)^{1/3}$. The bulk conduction edge thus lies $kT\ln(N_c/N)=0.205$ eV above the Fermi level, and $N/N_c=3.65\times10^{-4}$ confirms that the silicon is non-degenerate. The remaining band bending is

$$b=\phi-0.205\ \text{eV}-eV,$$

or 0.345 eV for A and 0.485 eV for B.

In a depletion layer of width $x_d$ and permittivity $\varepsilon=11.7\varepsilon_0$, the peak field is $F=eNx_d/\varepsilon$ and the bending is $b=e^2Nx_d^2/(2\varepsilon)$. Eliminating $x_d$ gives $F=\sqrt{2Nb/\varepsilon}$: 0.0327 MV/cm for A and 0.0387 MV/cm for B. Keeping the mobile electrons at the edge of the layer replaces $b$ by $b-kT$ and lowers these to 0.0314 and 0.0377 MV/cm; the image-force factor below stays at 0.93. The stronger field in B has three consequences.

**Image force.** At distance $x$ from the metal, the electron energy relative to the uncorrected barrier is $-e^2/(16\pi\varepsilon x)-eFx$. Setting its derivative to zero gives $x^2=e/(16\pi\varepsilon F)$, and inserting this gives a lowering of $\sqrt{e^3F/(4\pi\varepsilon)}$. The values are 0.0201 eV for A and 0.0218 eV for B. Using the unrounded difference, the current ratio is multiplied by 0.93.

**Tunnelling.** Electrons at energy $ukT$ below the top are more numerous by $e^u$, but must tunnel. The semiclassical current factor is $1+\int e^{u-\Theta(u)}du$, where $\Theta=(2/\hbar)\int\sqrt{2(U-E)/w}\,dx$ runs over the forbidden part of the depletion barrier $U$ at electron energy $E$. Numerical integration gives 1.44 for A and 1.51 for B. The ratio is then multiplied by 0.95. These factors belong to a sharp barrier top with full transmission above it, and they overstate the gain, because the image force rounds off the top 20 meV where most of this tunnelling occurs. For the rounded top, treated as an inverted parabola with $\hbar\omega=25$ meV for A and 28.5 meV for B, the factor $(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)$ is only 1.04 and 1.05, and the ratio is multiplied by about 0.99. Quantum reflection at the metal can lower each current by more than tunnelling raises it.

**Supply through the depletion layer.** Let $v_R=A^*T^2/(eN_c)$ be the emission velocity and $v_d$ the velocity at which drift and diffusion can supply electrons. With $n(x)$ the electron density, the drift-diffusion flux toward the metal is

$$G=\frac{\mu kT}{e}\,e^{-U/kT}\frac{d}{dx}\left(n\,e^{U/kT}\right).$$

Multiplying by $e^{[U(x)-U(0)]/kT}$ and integrating from 0 to $x_d$ at constant $G$ gives $G/v_d=n_b-n(0)$. Here $n_b=n(x_d)e^{-[U(0)-U(x_d)]/kT}$ is the density at the metal if supply were unlimited. Emission gives $G/v_R=n(0)-n_m$, where $n_m$ is the density there in equilibrium with the metal. Adding the two equations removes $n(0)$:

$$G=\frac{v_R(n_b-n_m)}{1+v_R/v_d}.$$

The numerator is the ideal thermionic flux, so the current is multiplied by $1/(1+v_R/v_d)$, with

$$v_d=\frac{\mu kT/e}{\int_0^{x_d}e^{-[U(0)-U(x)]/kT}dx}.$$

For mobility $\mu=1200$ cm$^2$/(V s), the factors are 0.877 for A and 0.895 for B, which multiply the ratio by 0.98. These values are only indicative. The potential falls by $kT$ within 7–8 nm of the metal, less than the mean free path of about 40 nm, and $v_d\approx4\times10^7$ cm/s exceeds the thermal velocity, so drift-diffusion is used outside its range near the barrier top.

A 500 µm wafer has area-specific resistance $L/(eN\mu)$, with $L$ its thickness. Solving the ideal diode equation with this voltage drop reduces $J_A$ by 1.3% and hardly changes $J_B$; the loss grows to 3.5% if $J_A$ is first raised by the three factors above, taken with the sharp-top tunnelling value. The four corrections together bring the ratio from 225 to between about 190 and 205, depending on how the barrier top is treated. This is an estimate of size, because image-force lowering and tunnelling alter the same barrier top and are not independent. It applies if 0.14 eV is the difference between zero-field barriers. If the barriers were extracted from currents with the ideal formula, these effects are already inside them and must not be counted again.

## Reading real contacts

The barriers, doping and mobility above are rough values for a moderately doped silicon diode. The ideal $A^*$ omits reflection and scattering back into the silicon, so a real contact can have a smaller prefactor. A reduction common to A and B leaves the ratio unchanged, but the two interfaces are inequivalent and need not transmit electrons equally well; the current ratio then scales with the ratio of their transmissions. A more damaging departure is a non-uniform interface. Suppose a fraction $f$ of a nominal B contact is type A, in patches wide enough to conduct independently. With $R=J_A/J_B$,

$$J_{\text{mix}}=fJ_A+(1-f)J_B,\qquad
\frac{J_A}{J_{\text{mix}}}=\frac{R}{1+f(R-1)} .$$

For $f=0.01$ the ratio falls from 225 to 69, and the apparent barrier difference, $kT\ln69.4$, is 0.110 eV. The B current doubles when $f(R-1)=1$, at an area fraction of just 0.45%. Small patches have less effect, because the surrounding higher barrier partly closes their conduction path. On the axis of a circular patch of radius $r_0$, the lowering fades with initial slope $(\phi_B-\phi_A)/r_0$, while the depletion barrier falls with slope $eF$. An extra barrier forms in front of the patch when $r_0<(\phi_B-\phi_A)/(eF)\approx36$ nm, well below the 251 nm depletion width of B. Larger patches stay open on the axis but lose current at the rim: about a third for $r_0=45$ nm, and roughly a tenth when the diameter equals the depletion width.

Mixing A into B therefore hides part of an intrinsic difference. It cannot create one: if $J_A=J_B$, the mixture has the same current for every $f$.

For contact design, a table of work functions can suggest candidate metals, but it cannot certify a barrier. The interface orientation must be specified and controlled along with the metal. Three measurements help to separate an intrinsic difference from an artefact:

- **Compare diodes of equal area and doping at low forward bias**, where the voltage lost across the series resistance is small.
- **Vary the temperature.** If the prefactors are equal and the barrier difference is constant, $\ln(J_A/J_B)$ against $1/T$ is a line through the origin with slope $(\phi_B-\phi_A)/k$. A non-zero intercept can signal unequal prefactors, a temperature-dependent difference, or a non-uniform interface: with $f=0.01$, a fit over 250–350 K gives an intercept of 2.65 and an apparent difference of only 0.04 eV. The diode itself can also produce one. At 0.10 V, with the rounded-top field factors, the 500 µm wafer and a mobility falling as $T^{-1.8}$, a uniform contact gives an intercept of $-1.25$ and an apparent difference of 0.167 eV over the same range, mainly because series resistance cuts the type-A current on the warm side. On the cold side, recombination in the depletion layer adds to the B current: about 18% at 200 K and 0.02 V for a 0.1 µs lifetime.
- **Repeat on p-type silicon, cooled until the contact and not the wafer limits the current.** An intrinsic shift of the band edges must reverse the order of the currents when thermionic emission dominates. A simple error in contact area would favour the same orientation on both doping types. A dipole due to contamination would reverse the order as well, so this test does not exclude it.

Numbers in the example were calculated in double precision.
